# Profile Likelihoods for Specularity and Grain-Boundary Reflection with Grain-Size Data: a program that tests the result

```python
"""Profile likelihoods for specularity p and grain-boundary reflection R.

Result under test: resistivities of films with grain size D = c_s*h depend on
R and c_s only through g_s = b/c_s, b = R/(1-R).  Grain data therefore inform
p only through the ratio c_2/c_1, and reduce its variance by
Cov(p,q)^2/(Var(q)+v), q = ln(c_2/c_1), v = variance of the measured q.
h: thickness (nm); lambda: bulk mean free path (nm); rho0: bulk resistivity
(microohm cm); alpha = lambda*b/D; s: film series, 1 or 2.
Fit parameters: p, ln b, ln rho0, ln c_1 (, ln c_2).
"""
import numpy as np
from scipy.integrate import dblquad
from scipy.optimize import least_squares, brentq
from scipy.stats import chi2 as chi2_distribution

RHO0, LAMBDA = 8.0, 20.0
RHO_LAMBDA = RHO0 * LAMBDA
P_TRUE, R_TRUE = 0.4, 0.3
C_TRUE = np.array([0.8, 2.0])
THICKNESS = np.array([10.0, 15.0, 20.0, 30.0, 40.0, 60.0])
SIGMA_RHO, SIGMA_REF = 0.02, 0.01
GRAIN_WIDTH, SIGMA_CAL = 0.5, 0.10
LIMIT = chi2_distribution.ppf(0.95, 1)
LNB_TRUE = np.log(R_TRUE / (1 - R_TRUE))

# Directions in one octant: polar angle from film normal, azimuth from current.
nodes, weights = np.polynomial.legendre.leggauss(16)
angle, angle_weight = (nodes + 1) * np.pi / 4, weights * np.pi / 4
polar, azimuth = [a.ravel() for a in np.meshgrid(angle, angle, indexing="ij")]
NZ, NX = np.cos(polar), np.sin(polar) * np.cos(azimuth)
WEIGHT = (6 / np.pi * np.outer(angle_weight, angle_weight).ravel()
          * np.sin(polar) * NX**2)


def film_resistivity(h, g, p, rho0):
    """Joint surface and grain-boundary resistivity, arrays h and g."""
    lam = RHO_LAMBDA / rho0
    H = 1 + (lam * g / h)[:, None] / NX
    K = (h / lam)[:, None] * H / NZ
    decay = np.exp(-K)
    bracket = 1 - (1 - p) * (1 - decay) / (K * (1 - p * decay))
    return rho0 / ((bracket / H) @ WEIGHT)


def whitening(n_series, n_grains):
    tau2 = GRAIN_WIDTH**2 / n_grains
    cov = tau2 * np.eye(n_series) + SIGMA_CAL**2
    return np.linalg.inv(np.linalg.cholesky(cov))


def expected_data(n_grains=None, n_series=2):
    """Noise-free data; n_grains=None means no grain-size data."""
    series = np.repeat(np.arange(n_series), len(THICKNESS))
    h = np.tile(THICKNESS, n_series)
    g = np.exp(LNB_TRUE) / C_TRUE[series]
    return dict(h=h, series=series, n=n_series,
                logrho=np.log(film_resistivity(h, g, P_TRUE, RHO0)),
                ref=np.log(RHO0), y=np.log(C_TRUE[:n_series]),
                white=None if n_grains is None
                else whitening(n_series, n_grains))


def residuals(theta, data):
    p, lnb, lnrho0 = theta[:3]
    lnc = theta[3:]
    g = np.exp(lnb - lnc[data["series"]])
    model = np.log(film_resistivity(data["h"], g, p, np.exp(lnrho0)))
    parts = [(data["logrho"] - model) / SIGMA_RHO,
             [(data["ref"] - lnrho0) / SIGMA_REF]]
    if data["white"] is not None:
        parts.append(data["white"] @ (data["y"] - lnc))
    return np.concatenate(parts)


def fit(data, fixed=None, physical=False, tol=1e-10):
    """Minimize chi2 with chosen parameters fixed; return parameters, chi2."""
    fixed = fixed or {}
    theta = np.concatenate([[P_TRUE, LNB_TRUE, np.log(RHO0)],
                            np.log(C_TRUE[:data["n"]])])
    for index, value in fixed.items():
        theta[index] = value
    free = [i for i in range(len(theta)) if i not in fixed]

    def function(x):
        full = theta.copy()
        full[free] = x
        return residuals(full, data)

    options = dict(method="lm")
    if physical and 0 in free:
        low, high = np.full(len(free), -np.inf), np.full(len(free), np.inf)
        low[free.index(0)], high[free.index(0)] = 0.0, 1.0
        options = dict(method="trf", bounds=(low, high))
    result = least_squares(function, theta[free], xtol=tol, ftol=tol,
                           gtol=tol, **options)
    theta[free] = result.x
    return theta, 2 * result.cost


def profile_p(data, p, lnb_if_no_grains=LNB_TRUE):
    fixed = {0: p}
    if data["white"] is None:          # R is then arbitrary: choose any value
        fixed[1] = lnb_if_no_grains
    return fit(data, fixed)


def interval(deviance, low, best, high):
    ends = []
    for end in (low, high):
        if deviance(end) < LIMIT:
            ends.append(end)
        else:
            ends.append(brentq(lambda x: deviance(x) - LIMIT,
                               min(end, best), max(end, best), xtol=1e-4))
    return ends


# --- Conductivity formula -------------------------------------------------
def conductance_adaptive(k, alpha, p):
    def integrand(u, phi):
        nx = np.sqrt(1 - u * u) * np.cos(phi)
        H = 1 + alpha / nx
        K = k * H / u
        e = np.exp(-K)
        return 6 / np.pi * nx**2 / H * (1 - (1-p)*(1-e)/(K*(1-p*e)))
    return dblquad(integrand, 0, np.pi / 2, 0, 1,
                   epsabs=1e-6, epsrel=1e-6)[0]


quadrature_error = 0.0
for h, c in ((10.0, 0.8), (60.0, 2.0)):
    g = np.exp(LNB_TRUE) / c
    fast = RHO0 / film_resistivity(np.array([h]), np.array([g]),
                                   P_TRUE, RHO0)[0]
    slow = conductance_adaptive(h / LAMBDA, LAMBDA * g / h, P_TRUE)
    quadrature_error = max(quadrature_error, abs(fast / slow - 1))
assert quadrature_error < 3e-4         # far below the 2e-2 data error

# Boltzmann equation across the film, discretized for every direction.
h, g = 16.0, 0.4
alpha = LAMBDA * g / h
H = 1 + alpha / NX
K = h / LAMBDA * H / NZ
steps = 2000
factor = (1 - K / (2 * steps)) / (1 + K / (2 * steps))
from_zero = np.zeros_like(K)
for _ in range(steps):
    from_zero = factor * from_zero + 1 - factor
value = P_TRUE * from_zero / (1 - P_TRUE * factor**steps)
average = value / (2 * steps)
for step in range(steps):
    value = factor * value + 1 - factor
    average += value / steps * (0.5 if step == steps - 1 else 1.0)
boltzmann = np.sum(WEIGHT * average / H)
formula = RHO0 / film_resistivity(np.array([h]), np.array([g]),
                                  P_TRUE, RHO0)[0]
assert abs(boltzmann / formula - 1) < 2e-4

specular = RHO0 / film_resistivity(np.array([h]), np.array([g]), 1.0, RHO0)[0]
closed = 3 * (1/3 - alpha/2 + alpha**2 - alpha**3 * np.log(1 + 1/alpha))
assert abs(specular / closed - 1) < 1e-4
thick = 4000.0
excess = film_resistivity(np.array([thick]), np.array([g]),
                          P_TRUE, RHO0)[0] / RHO0 - 1
first_order = LAMBDA / thick * (3 * (1 - P_TRUE) / 8 + 1.5 * g)
assert abs(excess / first_order - 1) < 0.02   # omitted order (lambda/h)^2

# --- Exact degeneracies, checked by complete refits ------------------------
no_grains = expected_data()
flat = [profile_p(no_grains, 0.8, np.log(R / (1 - R)))[1]
        for R in (0.1, 0.3, 0.7)]
assert np.ptp(flat) < 1e-5
single_without = profile_p(expected_data(None, 1), 0.9)[1]
single_with = profile_p(expected_data(100, 1), 0.9)[1]
assert abs(single_with - single_without) < 1e-5
double_without = profile_p(no_grains, 0.9)[1]
double_with = profile_p(expected_data(100), 0.9)[1]
assert double_with > double_without + 1

# --- Covariance update compared with curvature of refitted profiles --------
def log_model(x):
    g = np.exp(x[1:3])[no_grains["series"]]
    return np.log(film_resistivity(no_grains["h"], g, x[0], np.exp(x[3])))


center = np.array([P_TRUE, *(LNB_TRUE - np.log(C_TRUE)), np.log(RHO0)])
jacobian = np.array([(log_model(center + d) - log_model(center - d)) / 2e-4
                     for d in 1e-4 * np.eye(4)]).T / SIGMA_RHO
jacobian = np.vstack([jacobian, [0, 0, 0, 1 / SIGMA_REF]])
C = np.linalg.inv(jacobian.T @ jacobian)
contrast = np.array([0, 1.0, -1.0, 0])
mean_g = np.array([0, 0.5, 0.5, 0])
var_q = contrast @ C @ contrast
correlation = (C @ contrast)[0] / np.sqrt(C[0, 0] * var_q)


def predicted_sd(n_grains):
    tau2 = GRAIN_WIDTH**2 / n_grains
    gain = C @ contrast
    updated = C - np.outer(gain, gain) / (var_q + 2 * tau2)
    var_lnb = mean_g @ updated @ mean_g + tau2 / 2 + SIGMA_CAL**2
    return np.sqrt(updated[0, 0]), np.sqrt(var_lnb)


def curvature_sd(deviance, best, delta=0.02):
    rise = (deviance(best + delta) + deviance(best - delta)) / 2
    return delta / np.sqrt(rise)


sd_without = curvature_sd(lambda p: profile_p(no_grains, p)[1], P_TRUE)
assert abs(sd_without / np.sqrt(C[0, 0]) - 1) < 0.02
curvature = {}
for n in (25, 100, 400):
    data = expected_data(n)
    sd_p = curvature_sd(lambda p: profile_p(data, p)[1], P_TRUE)
    sd_b = curvature_sd(lambda b: fit(data, {1: b})[1], LNB_TRUE)
    assert np.allclose([sd_p, sd_b], predicted_sd(n), rtol=0.02)
    curvature[n] = (sd_p, sd_b)

# --- Intervals -------------------------------------------------------------
p_interval = {0: interval(lambda p: profile_p(no_grains, p)[1],
                          0.0, P_TRUE, 1.0)}
R_interval = {}
for n in (25, 100, 400):
    data = expected_data(n)
    p_interval[n] = interval(lambda p: profile_p(data, p)[1],
                             0.0, P_TRUE, 1.0)
    ends = interval(lambda b: fit(data, {1: b}, physical=True)[1],
                    LNB_TRUE - 1.2, LNB_TRUE, LNB_TRUE + 1.2)
    assert ends[0] > LNB_TRUE - 1.2 and ends[1] < LNB_TRUE + 1.2
    R_interval[n] = [1 / (1 + np.exp(-b)) for b in ends]
lengths = [np.diff(p_interval[n])[0] for n in (0, 25, 100, 400)]
assert all(a > b for a, b in zip(lengths, lengths[1:]))

# --- Repeated noisy experiments, with individually drawn grains ------------
rng = np.random.default_rng(12)


def noisy_data(n_grains):
    data = expected_data(n_grains)
    data["logrho"] = data["logrho"] + SIGMA_RHO * rng.normal(size=12)
    data["ref"] += SIGMA_REF * rng.normal()
    mean_ratio = C_TRUE * np.exp(SIGMA_CAL * rng.normal())
    intercepts = rng.lognormal(np.log(mean_ratio) - GRAIN_WIDTH**2 / 2,
                               GRAIN_WIDTH, size=(n_grains, 2))
    data["y"] = np.log(intercepts).mean(axis=0) + GRAIN_WIDTH**2 / 2
    return data


example = noisy_data(100)
example_fit, example_chi2 = fit(example)
scaled = dict(example, y=example["y"] + np.log(1.2))
scaled_fit, _ = fit(scaled)
assert abs(scaled_fit[0] - example_fit[0]) < 1e-4
assert abs(scaled_fit[1] - example_fit[1] - np.log(1.2)) < 1e-4
one_wrong = expected_data(100)
one_wrong["y"] = one_wrong["y"] + np.array([np.log(1.2), 0.0])
wrong_fit, _ = fit(one_wrong)
assert abs(wrong_fit[0] - P_TRUE) > 0.02

trials, covered = 200, np.zeros(2)
for _ in range(trials):
    data = noisy_data(100)
    minimum = fit(data, tol=1e-8)[1]
    covered += [fit(data, {0: P_TRUE}, tol=1e-8)[1] - minimum < LIMIT,
                fit(data, {1: LNB_TRUE}, tol=1e-8)[1] - minimum < LIMIT]
coverage = covered / trials
# Binomial standard error is 0.015; allow about 3.5 standard errors.
assert np.all(abs(coverage - 0.95) < 0.055)

# --- Output ----------------------------------------------------------------
def R_of(lnb):
    return 1 / (1 + np.exp(-lnb))


print(f"rho0 = {RHO0:.1f} microohm cm, lambda = {LAMBDA:.0f} nm")
print(f"true p = {P_TRUE}, R = {R_TRUE}, c1 = {C_TRUE[0]}, c2 = {C_TRUE[1]}")
print(f"true g1, g2 = {np.exp(center[1]):.4f}, {np.exp(center[2]):.4f}")
print(f"log errors: rho {SIGMA_RHO}, rho0 reference {SIGMA_REF}")
print(f"grain log-width {GRAIN_WIDTH}, common scale error {SIGMA_CAL}")
print(f"95% threshold in Delta chi2 = {LIMIT:.3f}")
print("h (nm), expected rho series 1, series 2 (microohm cm):")
for h, a, b in zip(THICKNESS, *np.exp(no_grains["logrho"]).reshape(2, 6)):
    print(f"  {h:.0f}  {a:.3f}  {b:.3f}")
print("valley without grain data: p, Delta chi2, g1, g2, c2/c1, rho0")
for p in (0.0, 0.2, 0.4, 0.6, 0.8, 1.0):
    theta, dev = profile_p(no_grains, p)
    g1, g2 = np.exp(theta[1] - theta[3:])
    print(f"  {p:.1f}  {dev:.3f}  {g1:.4f}  {g2:.4f}  {g1/g2:.3f}"
          f"  {np.exp(theta[2]):.3f}")
print(f"Delta chi2 at p=0.8 for R=0.1,0.3,0.7: "
      + ", ".join(f"{x:.5f}" for x in flat))
print(f"one series, p=0.9, Delta chi2 without/with 100 grains: "
      f"{single_without:.4f}, {single_with:.4f}")
print(f"two series, p=0.9, Delta chi2 without/with 100 grains: "
      f"{double_without:.3f}, {double_with:.3f}")
print(f"resistivity only: sd(p) = {np.sqrt(C[0, 0]):.4f}, "
      f"sd(q) = {np.sqrt(var_q):.4f}, corr(p,q) = {correlation:.4f}")
print(f"sd(p) from profile curvature, no grain data = {sd_without:.4f}")
print("grains per series: sd(p) formula, profile; sd(ln b) formula, profile")
for n in (25, 100, 400):
    f, s = predicted_sd(n), curvature[n]
    print(f"  {n}: {f[0]:.4f}, {s[0]:.4f}; {f[1]:.4f}, {s[1]:.4f}")
print(f"sd(p) floor, perfect grain ratio = "
      f"{np.sqrt(C[0, 0] * (1 - correlation**2)):.4f}")
print("95% intervals (0 grains: R interval is all of 0 to 1):")
for n in (0, 25, 100, 400):
    text = f"  {n} grains: p {p_interval[n][0]:.3f} to {p_interval[n][1]:.3f}"
    text += f", length {np.diff(p_interval[n])[0]:.3f}"
    if n:
        text += f"; R {R_interval[n][0]:.3f} to {R_interval[n][1]:.3f}"
    print(text)
print(f"noisy example, 100 grains: p = {example_fit[0]:.4f}, "
      f"R = {R_of(example_fit[1]):.4f}, chi2 = {example_chi2:.2f} (10 dof)")
print(f"same, all grain sizes times 1.2: p = {scaled_fit[0]:.4f}, "
      f"R = {R_of(scaled_fit[1]):.4f}")
print(f"expected data, only series 1 grains times 1.2: "
      f"p = {wrong_fit[0]:.4f}, R = {R_of(wrong_fit[1]):.4f}")
print(f"coverage of 95% intervals in {trials} trials: "
      f"p {coverage[0]:.3f}, R {coverage[1]:.3f}")
print(f"largest relative quadrature error = {quadrature_error:.1e}")
print(f"Boltzmann solution / formula - 1 = {boltzmann / formula - 1:.1e}")
print("tests ok")
```

It prints:

```
rho0 = 8.0 microohm cm, lambda = 20 nm
true p = 0.4, R = 0.3, c1 = 0.8, c2 = 2.0
true g1, g2 = 0.5357, 0.2143
log errors: rho 0.02, rho0 reference 0.01
grain log-width 0.5, common scale error 0.1
95% threshold in Delta chi2 = 3.841
h (nm), expected rho series 1, series 2 (microohm cm):
  10  23.516  16.662
  15  18.419  13.826
  20  15.855  12.389
  30  13.275  10.935
  40  11.975  10.201
  60  10.666  9.465
valley without grain data: p, Delta chi2, g1, g2, c2/c1, rho0
  0.0  0.654  0.3906  0.0621  6.285  8.031
  0.2  0.103  0.4672  0.1429  3.270  8.012
  0.4  0.000  0.5357  0.2143  2.500  8.000
  0.6  0.038  0.5979  0.2783  2.148  7.992
  0.8  0.087  0.6551  0.3365  1.946  7.989
  1.0  0.103  0.7080  0.3899  1.816  7.988
Delta chi2 at p=0.8 for R=0.1,0.3,0.7: 0.08703, 0.08703, 0.08703
one series, p=0.9, Delta chi2 without/with 100 grains: 0.0358, 0.0358
two series, p=0.9, Delta chi2 without/with 100 grains: 0.100, 13.730
resistivity only: sd(p) = 0.7914, sd(q) = 0.7662, corr(p,q) = -0.9976
sd(p) from profile curvature, no grain data = 0.7910
grains per series: sd(p) formula, profile; sd(ln b) formula, profile
  25: 0.1533, 0.1532; 0.2044, 0.2044
  100: 0.0907, 0.0906; 0.1407, 0.1407
  400: 0.0654, 0.0654; 0.1190, 0.1190
sd(p) floor, perfect grain ratio = 0.0544
95% intervals (0 grains: R interval is all of 0 to 1):
  0 grains: p 0.000 to 1.000, length 1.000
  25 grains: p 0.177 to 0.881, length 0.703; R 0.226 to 0.398
  100 grains: p 0.246 to 0.613, length 0.368; R 0.246 to 0.362
  400 grains: p 0.279 to 0.538, length 0.258; R 0.253 to 0.351
noisy example, 100 grains: p = 0.4721, R = 0.3229, chi2 = 9.28 (10 dof)
same, all grain sizes times 1.2: p = 0.4721, R = 0.3639
expected data, only series 1 grains times 1.2: p = 0.6511, R = 0.3703
coverage of 95% intervals in 200 trials: p 0.950, R 0.965
largest relative quadrature error = 7.8e-09
Boltzmann solution / formula - 1 = -2.6e-09
tests ok
```
